# Two-exponential dwell times and gated bursts in random telegraph noise

Consider an oxide defect that can capture an electron from a transistor channel. While the electron is trapped, the drain current is low; call this state $T$. After emission the current is high and the defect is in an active state $A$, from which it captures again with rate $c$. Suppose that the active defect can also change its structure, with rate $d$, into a silent state $S$ that has the same high current but cannot capture. Let this change first be irreversible.

The behaviour after one emission can then be read off directly. The defect leaves $A$ with total rate $c+d$, so it is still there after time $t$ with probability $e^{-(c+d)t}$. When it leaves, it goes to $S$ with probability $d/(c+d)$ and then stays at high current for ever. The probability $G(t)$ that the high current has lasted longer than $t$ is therefore

$$
G(t)=e^{-(c+d)t}+\frac{d}{c+d}\left[1-e^{-(c+d)t}\right]
=\frac{c}{c+d}e^{-(c+d)t}+\frac{d}{c+d}.
$$

There is a fast exponential and a plateau. The fast part describes ordinary gaps between captures, and the plateau describes a defect that has fallen silent. If the silent defect can wake up, the plateau must decay, and it becomes a second exponential. Its rate, however, is not simply the waking rate.

Let $w$ be the rate of waking, $S\to A$, and $e_T$ the rate of emission, $T\to A$. All four rates are positive and constant in time, and there is no direct step between $S$ and $T$. The process is Markovian: the next jump depends on the present state alone. The measurement resolves every switch of the current but does not distinguish $A$ from $S$. If instead the two equal-current states were both charged, the same derivation would apply with high and low current interchanged, and capture and emission interchanged as well.

A low dwell is a stay in the single state $T$, so it is exponential with mean $1/e_T$. A high dwell is a stay in the pair $A,S$. It begins in $A$, because emission leads nowhere else, and it ends at the next capture. To find its distribution, follow the defect from an emission at $t=0$ and stop at the first capture. The probabilities of being in $A$ or $S$ without having captured obey

$$
\dot p_A=-(c+d)p_A+w p_S,\qquad
\dot p_S=d\,p_A-w p_S,
$$

with $p_A(0)=1$ and $p_S(0)=0$. Adding the equations gives $\dot p_A+\dot p_S=-c\,p_A$. Since $G=p_A+p_S$, the probability density of dwell times is $f=-\dot G=c\,p_A$.

Denote Laplace transforms by hats. The second equation gives $(s+w)\hat p_S=d\,\hat p_A$. Inserting this in the first, $s\hat p_A-1=-(c+d)\hat p_A+w\hat p_S$, yields

$$
\left(s+c+d-\frac{wd}{s+w}\right)\hat p_A=1 .
$$

Multiply by $s+w$. The constant term in the resulting denominator is $(c+d)w-wd=cw$, so

$$
\hat f(s)=c\,\hat p_A(s)=\frac{c(s+w)}{D(s)},\qquad
D(s)=s^2+(c+d+w)s+cw .
$$

Write $D(s)=(s+\lambda_f)(s+\lambda_s)$. Comparing coefficients gives $\lambda_f+\lambda_s=c+d+w$ and $\lambda_f\lambda_s=cw$, and hence

$$
\lambda_{f,s}=\frac{c+d+w\pm\sqrt{(c+d+w)^2-4cw}}{2},
$$

where the upper sign belongs to the fast rate $\lambda_f$. The quantity under the root equals $(c-w)^2+2d(c+w)+d^2$, which is positive, so the rates are real and different. Their sum and product are positive, so both are positive.

For the partial fractions, the coefficient of $1/(s+\lambda_f)$ is $c(w-\lambda_f)/(\lambda_s-\lambda_f)$, and that of $1/(s+\lambda_s)$ is $c(w-\lambda_s)/(\lambda_f-\lambda_s)$. Therefore

$$
f(t)=\frac{c}{\lambda_f-\lambda_s}\left[(\lambda_f-w)e^{-\lambda_f t}+(w-\lambda_s)e^{-\lambda_s t}\right].
$$

Integration from $t$ to infinity divides each term by its rate:

$$
G(t)=q_f e^{-\lambda_f t}+q_s e^{-\lambda_s t},
$$

$$
q_f=\frac{c(\lambda_f-w)}{\lambda_f(\lambda_f-\lambda_s)},\qquad
q_s=\frac{c(w-\lambda_s)}{\lambda_s(\lambda_f-\lambda_s)} .
$$

The weights sum to one because $\hat f(0)=1$. Their signs follow from the polynomial $\lambda^2-(c+d+w)\lambda+cw$, whose roots are $\lambda_f$ and $\lambda_s$. At $\lambda=w$ it equals $-dw<0$, so $w$ lies between the roots: $\lambda_s<w<\lambda_f$. Both weights are positive, and the dwell times are a true mixture of a short and a long exponential population.

Take the round model rates $e_T=200$, $c=100$, $d=5$ and $w=0.5\ \mathrm{s^{-1}}$. The sum of the decay rates is $105.5\ \mathrm{s^{-1}}$ and their product is $50\ \mathrm{s^{-2}}$, which gives $\lambda_f=105.02$ and $\lambda_s=0.4761\ \mathrm{s^{-1}}$. The two decay times are 9.52 ms and 2100 ms. The weights are $q_f=0.952$ and $q_s=0.048$: about one high dwell in twenty belongs to the slow population.

The slow time is longer than a single silent stay, $1/w=2000$ ms. The reason appears when waking is slow, $w\ll c+d$. Then $\lambda_f\to c+d$, and the product of the roots gives

$$
\lambda_s=\frac{cw}{\lambda_f}\to\frac{cw}{c+d},\qquad
w-\lambda_s\to\frac{dw}{c+d},\qquad
q_s\to\frac{d}{c+d}.
$$

The last limit follows by inserting the first two in $q_s$, with $\lambda_f-\lambda_s\to c+d$. The weights are those of the irreversible case, and the plateau now decays. A defect that has woken captures with probability $c/(c+d)$; otherwise it falls silent again, unseen in the current. The mean number of silent stays before capture is thus $(c+d)/c$, and the slow time is $(c+d)/(cw)$, here $105/50=2.1$ s. When $w$ is lowered tenfold, the relative errors of the limiting forms of $\lambda_f$, $\lambda_s$ and $q_s$ fall tenfold to within five per cent, as a first-order correction in $w$ requires.

Slow capture hides the second state. Without capture, the occupations of $A$ and $S$ would settle to their balance at the rate $d+w$. If $c\ll d+w$, they do so long before a typical capture. To leading order $\lambda_f\to d+w$ and $\lambda_f-w\to d$, so

$$
\lambda_s\to\frac{cw}{d+w},\qquad q_f\to\frac{cd}{(d+w)^2}.
$$

The fast weight vanishes, since $cd/(d+w)^2\le c/(d+w)$. One exponential remains, with the capture rate multiplied by $w/(d+w)$, the fraction of high-current time that the defect spends in $A$. Two exponentials are still present mathematically, but for given $d$ and $w$, the slower the capture, the more dwells must be recorded to reveal the fast one.

The moments measure how far the distribution is from a single exponential. Since $\hat f(s)$ is the average of $e^{-st}$, the first derivative of $\ln\hat f$ at $s=0$ is minus the mean, and the second is the variance. From $\ln\hat f=\ln c+\ln(s+w)-\ln D$,

$$
\langle t\rangle=\frac{D'(0)}{D(0)}-\frac1w
=\frac{c+d+w}{cw}-\frac{c}{cw}=\frac{d+w}{cw}.
$$

With $D''=2$, the variance is

$$
\sigma^2=-\frac1{w^2}-\frac{2}{cw}+\frac{(c+d+w)^2}{c^2w^2}
=\frac{(c+d+w)^2-c^2-2cw}{c^2w^2}.
$$

Expanding the square leaves $d^2+w^2+2dw+2cd=(d+w)^2+2cd$ in the numerator. Division by $\langle t\rangle^2$ gives

$$
\frac{\sigma^2}{\langle t\rangle^2}=1+\frac{2cd}{(d+w)^2}.
$$

A single exponential has the value 1. In the example the mean is $5.5/50=0.11$ s, or 110 ms, and the ratio is $1+1000/30.25=34.1$. The mean is typical of neither population: it lies far above the usual gap of about 10 ms and far below the silences of about two seconds.

To describe bursts, define a silence as a high dwell during which the defect visits $S$ at least once, and a burst as the low-current pulses between successive silences. After each pulse the defect is in $A$. Its next jump leads to $T$ with probability $c/(c+d)$, and the burst continues; it leads to $S$ with probability $d/(c+d)$, and the burst ends. The number $N$ of pulses in a burst is therefore geometric:

$$
P(N=n)=\left(\frac{c}{c+d}\right)^{n-1}\frac{d}{c+d},\qquad
\langle N\rangle=\frac{c+d}{d}=1+\frac cd .
$$

A burst of $N$ pulses contains $N-1$ gaps. The waiting time for a jump out of $A$ is independent of its destination, so each gap has mean $1/(c+d)$, not $1/c$. The mean burst duration, from the first capture to the last emission, is

$$
\langle t_{\rm burst}\rangle=\left(1+\frac cd\right)\frac1{e_T}+\frac cd\,\frac1{c+d}.
$$

A silence consists of a first stay in $A$, a stay in $S$, and then whatever follows the return to $A$. By the Markov property this last part has the distribution of a complete high dwell. Hence

$$
\langle t_{\rm silence}\rangle=\frac1{c+d}+\frac1w+\frac{d+w}{cw}.
$$

In the example a burst has on average 21 pulses. It lasts $21\times5.00+20\times9.524=295$ ms, and the silence lasts $9.5+2000+110=2120$ ms. Averaging over both kinds of high dwell recovers the general mean: $0.9524\times9.524+0.0476\times2119.5=110$ ms.

A simulated record of 1.2 million jumps gives $20.80\pm0.12$ pulses per burst, a burst duration of $293.0\pm1.8$ ms, a silence of $2135\pm13$ ms and a mean high dwell of $111.7\pm0.9$ ms, where the uncertainties are one standard error. All four agree with the formulas to about two standard errors or better. The deviations are not independent: fewer pulses per burst mean a larger share of silences, which raises the mean high dwell by about 1.0 ms, and the slightly longer silences add about 0.7 ms.

The silences and the slow exponential population are close but not identical. A high dwell visits $S$ with probability 0.0476, whereas $q_s=0.0481$; the mean silence is 2120 ms, whereas the slow time is 2100 ms. The difference can be seen at short times. High dwells that never visit $S$ contribute $c\,e^{-(c+d)t}$ to the density $f$, so the silences contribute $f(t)-c\,e^{-(c+d)t}$. This vanishes at $t=0$, because $f(0)=c$: a silence needs time to enter $S$ and return. The slow exponential is largest at $t=0$. The two descriptions merge when $w\ll c+d$.

Two exponentials alone do not make bursts. A recognizable burst has many pulses, which requires $c\gg d$, and the silences must be much longer than one cycle inside the burst, $1/e_T+1/(c+d)$. The emission rate enters this condition although it does not affect the high-dwell distribution: if the charge stays trapped for as long as a silence lasts, the pulses do not form a compact group. In the example the cycle is 14.5 ms and the silence is 146 times longer.

Now raise the waking rate to $w=50\ \mathrm{s^{-1}}$ and keep the other rates. The decay rates become 109 and $45.8\ \mathrm{s^{-1}}$, with weights 0.855 and 0.145. There are still two exponentials, and there are still on average 21 pulses between successive silences, since $\langle N\rangle$ does not contain $w$. But the mean silence is now $9.5+20+11=40.5$ ms, or 2.8 cycles, and the squared relative width has fallen from 34.1 to 1.33. An ordinary gap, with a mean of 9.5 ms, is still usually shorter than a silence, but a burst contains on average twenty gaps, and the longest of them is often comparable with a silence. The record no longer separates into clear bursts.

When the separation is good, a threshold time can sort the observed high dwells into the two exponential populations. With a threshold $t$, the misclassified fraction of all high dwells consists of fast ones that last longer and slow ones that end sooner:

$$
R(t)=q_f e^{-\lambda_f t}+q_s\left(1-e^{-\lambda_s t}\right).
$$

Its derivative is $-q_f\lambda_f e^{-\lambda_f t}+q_s\lambda_s e^{-\lambda_s t}$. If $q_f\lambda_f>q_s\lambda_s$, this is negative at first and changes sign once, where the two weighted densities are equal. The minimum is therefore at

$$
t^*=\frac{1}{\lambda_f-\lambda_s}\ln\frac{q_f\lambda_f}{q_s\lambda_s}.
$$

For the original rates $t^*=80$ ms. Of the fast dwells 0.022 per cent last longer, and of the slow dwells 3.7 per cent are shorter. Weighted with $q_f$ and $q_s$, these errors make up 0.20 per cent of all high dwells. The small total conceals an uneven effect: about one slow dwell in 27 is missed, whereas hardly any fast dwell is. For true silences the loss is somewhat smaller, because their density vanishes at $t=0$: the fraction shorter than $t$ is $1-\left[G(t)-\frac{c}{c+d}e^{-(c+d)t}\right]\frac{c+d}{d}$, which is 2.9 per cent at $t^*$, or about one in 35. When a silence is missed, two groups of pulses that should be separate are joined.

If the model is accepted, a measured pair of exponentials determines its rates. At $t=0$ the defect is in $A$, so $f(0)=c$. Together with the product and sum of the decay rates this gives

$$
c=q_f\lambda_f+q_s\lambda_s,\qquad
w=\frac{\lambda_f\lambda_s}{c},\qquad
d=\lambda_f+\lambda_s-c-w .
$$

For the example, $c=99.98+0.02=100\ \mathrm{s^{-1}}$, then $w=50/100=0.5\ \mathrm{s^{-1}}$ and $d=105.5-100-0.5=5\ \mathrm{s^{-1}}$. The capture rate rests almost wholly on the fast population. A recorder that misses short dwells can therefore distort the inferred rates. A missed low pulse also joins two high dwells into one, so the formulas require a time resolution much finer than both $1/e_T$ and $1/\lambda_f$.

The two-level record cannot establish the model itself. Whenever the defect enters $T$, its earlier history has no further influence, because $T$ is a single state. Successive dwells are therefore independent, and the statistics of the whole record are fixed by $e_T$ and $f$. Now consider a different defect with two high-current states that do not convert into each other. Emission leads to the first with rate $e_Tq_f$ and to the second with rate $e_Tq_s$; capture occurs from them with rates $\lambda_f$ and $\lambda_s$. Its low dwells have the total exit rate $e_T(q_f+q_s)=e_T$, and its high dwells have the same density $f$. The two defects produce statistically identical records.

With the rates of the example, the parallel defect has entry rates of 190.4 and $9.6\ \mathrm{s^{-1}}$. For four readings of the current at fixed times, the probabilities of all sixteen possible sequences agree between the models to within $10^{-12}$. The bursts are a fact of the record, but their explanation by a gate that opens and closes between captures is an inference. Further evidence must come from outside this record, for example from changed conditions. If it is known independently that a change of gate voltage alters $c$ but leaves $d$ and $w$ unchanged, the gated model predicts that $\lambda_f+\lambda_s-(q_f\lambda_f+q_s\lambda_s)=d+w$ stays constant.

It remains to see what happens when both high-current states may exchange charge with the channel. Number them 1 and 2, let $k_i$ be the capture rate from state $i$, $g_i$ the emission rate into it, and $r_{12}$, $r_{21}$ the rates of conversion $1\to2$ and $2\to1$. A high dwell starts in state $i$ with probability $\phi_i=g_i/(g_1+g_2)$. With

$$
M=\begin{pmatrix}k_1+r_{12}&-r_{12}\\-r_{21}&k_2+r_{21}\end{pmatrix},
$$

the row vector of probabilities obeys $\dot p=-pM$, so $G=\phi\,e^{-Mt}\mathbf 1$, where $\mathbf 1$ is the column of ones. Each row of $M$ sums to the capture rate, $M\mathbf 1=k$, and thus $f=\phi\,e^{-Mt}k$. Assume that capture is possible, directly or indirectly, from both states, so that $M$ is invertible.

In thermal equilibrium detailed balance holds. With equilibrium populations $\pi_i$ and $\pi_T$, it states that $\pi_ik_i=\pi_Tg_i$ and $\pi_1r_{12}=\pi_2r_{21}$. The first relation gives $\phi_i=\pi_ik_i/J$ with $J=\pi_1k_1+\pi_2k_2$. The second makes $H=\Pi^{1/2}M\Pi^{-1/2}$ symmetric, where $\Pi$ is the diagonal matrix of $\pi_1$ and $\pi_2$. With $v=\Pi^{1/2}k$, and the orthonormal eigenvectors $u_n$ and eigenvalues $\lambda_n$ of $H$,

$$
f(t)=\frac1J\,k^{\mathsf T}\Pi e^{-Mt}k
=\frac1J\,v^{\mathsf T}e^{-Ht}v
=\frac1J\sum_n(u_n\cdot v)^2e^{-\lambda_nt}.
$$

The amplitudes are squares, so neither can be negative. One of them vanishes when $v$ is an eigenvector of $H$, which means $Mk=\lambda k$. Since $k=M\mathbf 1$, this reads $M(M\mathbf 1-\lambda\mathbf 1)=0$, and the invertibility of $M$ gives $k=\lambda\mathbf 1$. Under detailed balance the distribution thus reduces to one exponential precisely when the capture rates are equal. The hidden state then makes no difference to the chance of capture. An example with $k_1=k_2=3$, $r_{12}=1$ and $r_{21}=2\ \mathrm{s^{-1}}$ has eigenvalues $3+r_{12}+r_{21}=6$ and $3\ \mathrm{s^{-1}}$, but weights 0 and 1. In the gated chain the capture rates are $c$ and 0, so both exponentials are present.

Without detailed balance a weight can be negative. Let a driven defect run through the cycle $T\to S\to A\to T$, with rates of $2\ \mathrm{s^{-1}}$ for $S\to A$ and $5\ \mathrm{s^{-1}}$ for $A\to T$. Every high dwell is then two waiting times in succession, and the weights are $5/3$ for the slow exponential and $-2/3$ for the fast one. The density is zero at $t=0$ and rises before it decays. In this three-state model, a dwell density that rises at short times therefore rules out detailed balance, whereas gated bursts are compatible with equilibrium. Both statements concern an ideal record. A channel that carries current is close to equilibrium only at small drain bias, and a recorder that loses short dwells depletes the measured histogram at short times whatever the kinetics. The test therefore needs a time resolution much finer than the rise.

## Calculated quantities

```
Input rates e, c, d, w: 200, 100, 5, 0.5 s^-1
Fast decay rate lam_f: 105.0239 s^-1
Slow decay rate lam_s: 0.47608 s^-1
Fast time 1/lam_f: 9.5216 ms
Slow time 1/lam_s: 2100.48 ms
Single silent stay 1/w: 2000.0 ms
Fast weight q_f: 0.95195 (fraction)
Slow weight q_s: 0.04805 (fraction)
Probability that a high dwell visits S: 0.04762 (fraction)
Limit of slow rate c*w/(c+d): 0.47619 s^-1
Mean low dwell 1/e: 5.00 ms
Mean high dwell: 110.00 ms
Squared coefficient of variation: 34.058 (dimensionless)
Stationary low-current fraction: 0.04348 (fraction)
Mean pulses per burst: 21.00 (count)
Mean burst duration: 295.48 ms
Mean gap inside burst: 9.5238 ms
Mean cycle inside burst: 14.5238 ms
Mean silence: 2119.52 ms
Silence / cycle: 145.93 (ratio)
Simulated jumps: 1200000 (count)
Simulated high dwells: 571169 (count)
Simulated complete bursts: 27465 (count)
Simulated mean high dwell: 111.74 +/- 0.86 ms
Simulated pulses per burst: 20.795 +/- 0.122 (count)
Simulated burst duration: 292.97 +/- 1.80 ms
Simulated silence: 2134.7 +/- 12.9 ms
Correlation of successive high dwells: 0.00034
Sorting threshold t*: 80.179 ms
Fast component above t*: 2.203e-04 (fraction)
Slow component below t*: 0.03745 (fraction)
Total misclassified at t*: 0.00201 (fraction)
Recovered c, d, w: 100.000000, 5.000000, 0.500000 s^-1
Parallel-chain entry rates: 190.3892, 9.6108 s^-1
Largest pattern-probability difference: 8.2e-13
Equal-exit example decay rates: 6.000, 3.000 s^-1
Equal-exit example weights: 0.000, 1.000
Driven-cycle decay rates: 5.000, 2.000 s^-1
Driven-cycle weights: -0.66667, 1.66667
Contrast waking rate w: 50 s^-1
Contrast decay rates: 109.2214, 45.7786 s^-1
Contrast weights q_f, q_s: 0.85465, 0.14535
Contrast squared coefficient of variation: 1.3306
Contrast mean silence: 40.524 ms
Contrast silence / cycle: 2.790 (ratio)
```
